# Linear-triangle density of states in two dimensions: weights and mesh error: test program

```python
"""Linear-triangle density of states (DOS) of a two-dimensional band.

Result under test, for an N x N mesh whose cells are cut along b1 - b2:
  count error  = -M(E)/N^2 + smaller terms,
  DOS error    = oscillation of order N^(-3/2) from points where the level
                 line is tangent to mesh rows, + O(N^-2).
Symbols: x, y   reduced wave vector, k = x b1 + y b2, each of period 1
         band   list of (c, p, q): energy = sum c cos(2 pi (p x + q y))
         count  fraction of the zone below E, per spin; dos = d(count)/dE
         M(E)   integral of delta(E-e) (e11 + e22 - e12)/12 over the zone
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit, zeta

TWO_PI = 2 * np.pi


def energy(band, x, y):
    return sum(c * np.cos(TWO_PI * (p * x + q * y)) for c, p, q in band)


def derivatives(band, x, y):
    """Energy, two first and three second derivatives."""
    out = [0.0] * 6
    for c, p, q in band:
        phase = TWO_PI * (p * x + q * y)
        co, si = c * np.cos(phase), -TWO_PI * c * np.sin(phase)
        curv = -TWO_PI**2 * co
        terms = (co, p * si, q * si, p * p * curv, p * q * curv, q * q * curv)
        out = [a + b for a, b in zip(out, terms)]
    return out


def triangle_levels(band, n_mesh):
    """Ordered corner energies of all 2 N^2 triangles."""
    grid = np.arange(n_mesh + 1) / n_mesh
    e = energy(band, grid[:, None], grid[None, :])
    b, c = e[1:, :-1].ravel(), e[:-1, 1:].ravel()
    first = np.concatenate([e[:-1, :-1].ravel(), e[1:, 1:].ravel()])
    b, c = np.concatenate([b, b]), np.concatenate([c, c])
    low, high = np.minimum(b, c), np.maximum(b, c)
    return (np.minimum(first, low),
            np.maximum(low, np.minimum(first, high)),
            np.maximum(first, high))


def triangle_dos_count(levels, e):
    e1, e2, e3 = levels
    lower = np.flatnonzero((e1 < e) & (e < e2))
    upper = np.flatnonzero((e2 <= e) & (e < e3))
    a, b, c = e1[lower], e2[lower], e3[lower]
    dos = np.sum(2 * (e - a) / ((b - a) * (c - a)))
    count = np.sum((e - a)**2 / ((b - a) * (c - a)))
    a, b, c = e1[upper], e2[upper], e3[upper]
    dos += np.sum(2 * (c - e) / ((c - a) * (c - b)))
    count += len(upper) - np.sum((c - e)**2 / ((c - a) * (c - b)))
    count += np.count_nonzero(e3 <= e)
    return dos / len(e1), count / len(e1)


def contour(band, centre, e, points=600):
    """Level line around a minimum, by Newton steps along rays."""
    phi = TWO_PI * np.arange(points) / points
    co, si = np.cos(phi), np.sin(phi)
    e0, _, _, h11, h12, h22 = derivatives(band, *centre)
    r = np.sqrt(2 * (e - e0) / (h11 * co**2 + 2 * h12 * co * si + h22 * si**2))
    for _ in range(30):
        d = derivatives(band, centre[0] + r * co, centre[1] + r * si)
        r = r - (d[0] - e) / (d[1] * co + d[2] * si)
    x, y = centre[0] + r * co, centre[1] + r * si
    d = derivatives(band, x, y)
    assert np.max(np.abs(d[0] - e)) < 1e-10
    return x, y, r, d[1] * co + d[2] * si, d


def contour_integrals(band, centre, e):
    """Converged DOS, count and M(E) of one valley."""
    x, y, r, slope, d = contour(band, centre, e)
    step = TWO_PI / len(r)
    mean_curv = (d[3] + d[5] - d[4]) / 12
    return (np.sum(r / slope) * step, np.sum(r**2) / 2 * step,
            np.sum(r / slope * mean_curv) * step)


ORDERS = np.arange(1, 20001)


def row_series(s):
    return np.sum(np.sin(TWO_PI * ORDERS * s - np.pi / 4) / ORDERS**1.5)


def leading_dos_error(band, centre, e, n_mesh):
    """Order N^(-3/2) DOS error of one valley from its six tangencies."""
    x, y = contour(band, centre, e)[:2]
    total = 0.0
    for family, (normal, row) in enumerate([((1, 0), (0, 1)),
                                            ((0, 1), (1, 0)),
                                            ((1, 1), (1, -1))]):
        u = normal[0] * x + normal[1] * y
        for start in (np.argmax(u), np.argmin(u)):
            point = np.array([x[start], y[start]])
            for _ in range(8):
                v, g1, g2, h11, h12, h22 = derivatives(band, *point)
                jac = [[g1, g2], [h11 * row[0] + h12 * row[1],
                                  h12 * row[0] + h22 * row[1]]]
                res = [v - e, g1 * row[0] + g2 * row[1]]
                point = point - np.linalg.solve(jac, res)
            v, g1, g2, h11, h12, h22 = derivatives(band, *point)
            e_u = (g1 * normal[0] + g2 * normal[1]) / np.dot(normal, normal)
            e_ww = (h11 * row[0]**2 + 2 * h12 * row[0] * row[1]
                    + h22 * row[1]**2)
            assert e_ww > 0
            coeff = ((h11 - h12) / 2, (h22 - h12) / 2, h12 / 2)[family]
            s = np.sign(e_u) * n_mesh * np.dot(normal, point)
            total += coeff * abs(e_u)**-1.5 * e_ww**-0.5 * row_series(s)
    return -2 / np.pi * n_mesh**-1.5 * total


def thermal_triangle_count(levels, mu, kt):
    z = np.linspace(-20, 20, 1601)
    kernel = 1 / (4 * np.cosh(z / 2)**2)
    counts = np.array([triangle_dos_count(levels, mu + kt * v)[1] for v in z])
    return np.sum(kernel * counts) * (z[1] - z[0])


def thermal_node_sum(band, mu, kt, n_mesh):
    """Plain node average of the occupation and of f' times mean curvature."""
    g = np.arange(n_mesh) / n_mesh
    d = derivatives(band, g[:, None], g[None, :])
    f = expit(-(d[0] - mu) / kt)
    return np.mean(f), np.mean(-f * (1 - f) / kt * (d[3] + d[5] - d[4]) / 12)


# ---- corner weights against direct quadrature over one triangle
def corner_weights(e1, e2, e3, e):
    e21, e31, e32 = e2 - e1, e3 - e1, e3 - e2
    if e < e2:
        t = e - e1
        part = np.array([-t / e21 - t / e31, t / e21, t / e31])
        unit = np.array([1, 0, 0])
        return (2 * t / (e21 * e31) * (unit + part / 2),
                t**2 / (e21 * e31) * (unit + part / 3))
    t = e3 - e
    part = np.array([t / e31, t / e32, -t / e31 - t / e32])
    unit = np.array([0, 0, 1])
    return (2 * t / (e31 * e32) * (unit + part / 2),
            1 / 3 - t**2 / (e31 * e32) * (unit + part / 3))


def quadrature_weights(e1, e2, e3, e, points=400000):
    l2 = (np.arange(points) + 0.5) / points
    top = np.clip((e - e1 - (e2 - e1) * l2) / (e3 - e1), 0, 1 - l2)
    return 2 * np.array([np.mean((1 - l2) * top - top**2 / 2),
                         np.mean(l2 * top), np.mean(top**2 / 2)])


corners = (0.0, 0.4, 1.0)
weight_error = 0.0
for e in (0.25, 0.7):
    w_dos, w_count = corner_weights(*corners, e)
    direct = quadrature_weights(*corners, e)
    slope = (quadrature_weights(*corners, e + 1e-3)
             - quadrature_weights(*corners, e - 1e-3)) / 2e-3
    weight_error = max(weight_error, np.max(np.abs(direct - w_count)),
                       np.max(np.abs(slope - w_dos)))
    print(f"DOS weights, corners 0, 0.4, 1, E={e} (dimensionless):",
          np.round(w_dos, 5))
assert weight_error < 2e-5   # central difference of a cubic, step 1e-3
print(f"largest weight deviation from quadrature: {weight_error:.1e}")

# ---- interpolation error of a quadratic form = sum over three row families
rng = np.random.default_rng(5)
identity_error = 0.0
for _ in range(200):
    h11, h12, h22 = rng.normal(size=3)
    x, y = rng.uniform(-3, 3, size=2)

    def form(u, v):
        return (h11 * u * u + 2 * h12 * u * v + h22 * v * v) / 2

    i, j = np.floor(x), np.floor(y)
    fx, fy = x - i, y - j
    if fx + fy < 1:
        interp = ((1 - fx - fy) * form(i, j) + fx * form(i + 1, j)
                  + fy * form(i, j + 1))
    else:
        interp = ((fx + fy - 1) * form(i + 1, j + 1)
                  + (1 - fy) * form(i + 1, j) + (1 - fx) * form(i, j + 1))
    rows = 0.0
    for c, u in (((h11 - h12) / 2, x), ((h22 - h12) / 2, y), (h12 / 2, x + y)):
        rows += c * (u % 1) * (1 - u % 1)
    identity_error = max(identity_error, abs(interp - form(x, y) - rows))
assert identity_error < 1e-11
print(f"row identity, largest deviation: {identity_error:.1e}")

# ---- error laws on an anisotropic band with a minimum at the zone centre
test_band = [(-1.0, 1, 0), (-0.7, 0, 1), (-0.25, 1, -1)]
energies = np.linspace(-1.41, -1.19, 41)
reference = np.array([contour_integrals(test_band, (0, 0), e)
                      for e in energies])
rms = {}
for n_mesh in (120, 240, 480, 960):
    levels = triangle_levels(test_band, n_mesh)
    found = np.array([triangle_dos_count(levels, e) for e in energies])
    dos_error = found[:, 0] - reference[:, 0]
    rms[n_mesh] = np.sqrt(np.mean((dos_error / reference[:, 0])**2))
    ratio = -(found[:, 1] - reference[:, 1]) * n_mesh**2 / reference[:, 2]
    print(f"test band N={n_mesh}: rms relative DOS error {rms[n_mesh]:.3e}, "
          f"count error/law {ratio.mean():.4f} +- {ratio.std():.4f}")
assert abs(ratio.mean() - 1) < 0.03 and np.max(np.abs(ratio - 1)) < 0.15
exponent = np.log(rms[120] / rms[960]) / np.log(8)
assert 1.3 < exponent < 1.75
leading = np.array([leading_dos_error(test_band, (0, 0), e, 960)
                    for e in energies])
residual = np.sqrt(np.mean((dos_error - leading)**2) / np.mean(dos_error**2))
assert residual < 0.35       # next order is smaller only by about N^(-1/2)
print(f"DOS error exponent, N=120 to 960: {exponent:.3f}")
print(f"rms part of DOS error left by tangency formula, N=960: {residual:.3f}")

mu, kt, n_mesh = -1.2, 0.1, 96
exact_thermal, shift = thermal_node_sum(test_band, mu, kt, 400)
thermal_error = thermal_triangle_count(triangle_levels(test_band, n_mesh),
                                       mu, kt) - exact_thermal
thermal_ratio = thermal_error * n_mesh**2 / shift
assert abs(thermal_ratio - 1) < 0.03
print(f"thermal count error/law, test band N=96: {thermal_ratio:.4f}")

series_peak = max(abs(row_series(s)) for s in np.linspace(0, 1, 201))
peak_formula = zeta(1.5) / np.sqrt(2)
assert abs(series_peak - peak_formula) < 0.015   # truncated series tail
print(f"peak of row series: {series_peak:.4f}, formula {peak_formula:.4f}")

# ---- example: rough values for the K valleys of monolayer MoS2
lattice, mass, fermi, temp = 0.32e-9, 0.5 * const.m_e, 0.050, 300.0
hop = 2 * const.hbar**2 / (3 * mass * lattice**2) / const.e
mos2 = [(2 * hop, 1, 0), (2 * hop, 0, 1), (2 * hop, 1, 1)]
valley = (1 / 3, 1 / 3)
edge = energy(mos2, *valley)
cell_cm2 = np.sqrt(3) / 2 * lattice**2 * 1e4
per_area = 2 / cell_cm2                       # two spins
dos, count, m_shift = [2 * v for v in
                       contour_integrals(mos2, valley, edge + fermi)]
k_fermi = np.sqrt(2 * mass * fermi * const.e) / const.hbar
recip = 4 * np.pi / (np.sqrt(3) * lattice)
parabola_dos = 4 * mass / (TWO_PI * const.hbar**2) * const.e * 1e-4
print(f"inputs: a={lattice*1e9:.2f} nm, m={mass/const.m_e:.2f} m0, "
      f"E_F-E_c={fermi*1e3:.0f} meV, T={temp:.0f} K")
print(f"hopping {hop:.4f} eV, |b| {recip*1e-9:.3f} 1/nm, "
      f"k_F (parabola) {k_fermi*1e-9:.4f} 1/nm")
print(f"converged DOS {dos*per_area/1e14:.4f} 1e14/(eV cm2), "
      f"density at 0 K {count*per_area/1e13:.4f} 1e13/cm2")
for n_mesh in (60, 120, 240, 480):
    g_h, n_h = triangle_dos_count(triangle_levels(mos2, n_mesh), edge + fermi)
    lead = 2 * leading_dos_error(mos2, valley, edge + fermi, n_mesh)
    h_over_k = recip / n_mesh / k_fermi
    n_err, n_law = n_h / count - 1, -m_shift / n_mesh**2 / count
    print(f"N={n_mesh} h/k={h_over_k:.4f}: density error {100*n_err:.3f}%, "
          f"law {100*n_law:.3f}%, parabola {-25*h_over_k**2:.3f}%")
    print(f"   DOS error {100*(g_h/dos-1):.3f}%, "
          f"tangency formula {100*lead/dos:.3f}%")
assert abs(n_err / n_law - 1) < 0.25
assert abs(n_law / (-h_over_k**2 / 4) - 1) < 0.1

bound_c = np.sqrt(3) / np.pi**2 * np.sqrt(np.sqrt(3) / 2) * peak_formula
n_rule = recip / k_fermi / (0.01 / bound_c)**(2 / 3)
n_used = 3 * int(np.ceil(n_rule / 3))
levels = triangle_levels(mos2, n_used)
worst = max(abs(triangle_dos_count(levels, edge + e)[0]
                / (2 * contour_integrals(mos2, valley, edge + e)[0]) - 1)
            for e in np.linspace(0.045, 0.055, 61))
assert 0.002 < worst < 0.015
print(f"bound constant C {bound_c:.4f}; N for 1% leading DOS bound "
      f"{n_rule:.1f}, used {n_used}")
print(f"largest DOS error found at that N, 45-55 meV: {100*worst:.3f}%")

overshoot_law = 3 * np.sqrt(3) / np.pi
for n_mesh in (120, 480):
    near = min(energy(mos2, valley[0] + i / n_mesh, valley[1] + j / n_mesh)
               for i, j in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)))
    e = edge + (near - edge) * (1 - 1e-6)
    overshoot = (triangle_dos_count(triangle_levels(mos2, n_mesh), e)[0]
                 / (2 * contour_integrals(mos2, valley, e)[0]))
    print(f"band edge N={n_mesh}: ramp ends at {(near-edge)*1e3:.4f} meV, "
          f"DOS/true {overshoot:.4f}, limit {overshoot_law:.4f}")
assert abs(overshoot / overshoot_law - 1) < 0.02

kt = const.k * temp / const.e
warm, shift = thermal_node_sum(mos2, edge + fermi, kt, 480)
tri = thermal_triangle_count(triangle_levels(mos2, 60), edge + fermi, kt)
node = thermal_node_sum(mos2, edge + fermi, kt, 60)[0]
assert abs(node - warm) < 0.1 * abs(tri - warm)
print(f"300 K density {warm*per_area/1e13:.4f} 1e13/cm2, kT {kt*1e3:.2f} meV")
print(f"300 K, N=60: triangle error {100*(tri/warm-1):.3f}%, law "
      f"{100*shift/3600/warm:.3f}%, node sum error {100*(node/warm-1):.5f}%")

# ---- size of effects left out, from rough inputs
split, q_gap, q_mass, mobility = 0.003, 0.20, 0.6 * const.m_e, 50e-4
raised = 2 * contour_integrals(mos2, valley, edge + fermi - split)[1]
q_density = (12 * q_mass / (TWO_PI * const.hbar**2) * kt * const.e
             * np.log1p(np.exp((fermi - q_gap) / kt)) * 1e-4)
broadening = const.hbar / (mobility * mass / const.e) / const.e
print(f"band DOS relative to parabola: {100*(dos*per_area/parabola_dos-1):.2f}%")
print(f"density change, 0 K to 300 K: {100*(warm/count-1):.2f}%")
print(f"spin splitting {split*1e3:.0f} meV (rough): density change "
      f"{50*(raised/count-1):.2f}%")
print(f"Q valleys at {q_gap:.2f} eV, mass {q_mass/const.m_e:.1f} m0 (rough): "
      f"added density at 300 K {100*q_density/(warm*per_area):.2f}%")
print(f"mobility {mobility*1e4:.0f} cm2/Vs (rough): hbar/tau "
      f"{broadening*1e3:.1f} meV")
print("no test failed")
```

It prints:

```
DOS weights, corners 0, 0.4, 1, E=0.25 (dimensionless): [0.70312 0.39062 0.15625]
DOS weights, corners 0, 0.4, 1, E=0.7 (dimensionless): [0.15 0.25 0.6 ]
largest weight deviation from quadrature: 2.9e-06
row identity, largest deviation: 3.9e-15
test band N=120: rms relative DOS error 8.276e-04, count error/law 0.9998 +- 0.0162
test band N=240: rms relative DOS error 3.112e-04, count error/law 1.0000 +- 0.0116
test band N=480: rms relative DOS error 9.557e-05, count error/law 1.0000 +- 0.0089
test band N=960: rms relative DOS error 4.052e-05, count error/law 1.0001 +- 0.0060
DOS error exponent, N=120 to 960: 1.451
rms part of DOS error left by tangency formula, N=960: 0.072
thermal count error/law, test band N=96: 1.0002
peak of row series: 1.8372, formula 1.8472
inputs: a=0.32 nm, m=0.50 m0, E_F-E_c=50 meV, T=300 K
hopping 0.9922 eV, |b| 22.672 1/nm, k_F (parabola) 0.8100 1/nm
converged DOS 4.2495 1e14/(eV cm2), density at 0 K 2.1065 1e13/cm2
N=60 h/k=0.4665: density error -5.487%, law -5.395%, parabola -5.440%
   DOS error -3.801%, tangency formula -3.183%
N=120 h/k=0.2332: density error -1.389%, law -1.349%, parabola -1.360%
   DOS error 0.571%, tangency formula 0.518%
N=240 h/k=0.1166: density error -0.349%, law -0.337%, parabola -0.340%
   DOS error -0.314%, tangency formula -0.272%
N=480 h/k=0.0583: density error -0.082%, law -0.084%, parabola -0.085%
   DOS error -0.093%, tangency formula -0.094%
bound constant C 0.3017; N for 1% leading DOS bound 271.2, used 273
largest DOS error found at that N, 45-55 meV: 0.839%
band edge N=120: ramp ends at 2.7195 meV, DOS/true 1.6529, limit 1.6540
band edge N=480: ramp ends at 0.1700 meV, DOS/true 1.6539, limit 1.6540
300 K density 2.2674 1e13/cm2, kT 25.85 meV
300 K, N=60: triangle error -4.348%, law -4.380%, node sum error -0.01090%
band DOS relative to parabola: 1.73%
density change, 0 K to 300 K: 7.64%
spin splitting 3 meV (rough): density change -3.02%
Q valleys at 0.20 eV, mass 0.6 m0 (rough): added density at 300 K 0.52%
mobility 50 cm2/Vs (rough): hbar/tau 46.3 meV
no test failed
```
